\section*{Thermal Stress in an Aluminium Line Enclosed by Rigid Material}

\section{Problem}

An aluminium line fills a cavity in a surrounding material and is bonded to it on all sides, including the ends. At the start there is no stress. The whole assembly then cools by $D=100$ K. Aluminium contracts more than its surroundings: the linear expansion coefficients differ by $\Delta\alpha=\alpha_l-\alpha_s=21$ ppm/K, where $l$ denotes the line and $s$ the surroundings. The bulk modulus of aluminium is $B=76$ GPa, its Young's modulus is $E=70.0$ GPa and its Poisson ratio is $\nu=0.346$.

The surroundings are rigid in the elastic sense: no stress can deform them. They still contract thermally, and this contraction is already counted in $\Delta\alpha$. What is the stress in the line?

Tension is taken as positive, and $D$ is a positive number for cooling. Strains are small, and the line contains no voids.

\section{A tempting solution}

The line wants to become shorter than its cavity by the relative amount
\begin{equation}
e=\Delta\alpha\,D=(21\times10^{-6}\ \mathrm{K^{-1}})(100\ \mathrm{K})=2.1\times10^{-3}.
\end{equation}
The bond prevents this, so the line is stretched by $e$. Stress is Young's modulus times strain, hence
\begin{equation}
\sigma=Ee=(70.0\ \mathrm{GPa})(2.1\times10^{-3})=147\ \mathrm{MPa}.
\label{eq:wrong}
\end{equation}

\section{Where it fails}

The strain $e$ is right; the modulus is wrong. Young's modulus relates stress to strain in a bar whose sides are free of traction. When such a bar is stretched by $e$, its sides draw in by $\nu e$. Equation~\eqref{eq:wrong} therefore describes a line held at its ends and free at its sides.

Here the sides are bonded too. Measured from the size that the cooled line would have if it were free, the walls demand a sideways strain of $+e$, while the tempting solution supplies $-\nu e$. The line would miss the walls by a relative width of
\begin{equation}
e-(-\nu e)=(1+\nu)e=1.346\times0.21\,\%\approx0.28\,\%.
\end{equation}
Closing this gap requires tension on the sides, and that tension in turn raises the stress along the line.

\section{The right solution}

\subsection{Strain}

Take any direction, and let the line and its cavity both have length $L_0$ along it before cooling. After cooling the cavity has length $L_0(1-\alpha_sD)$, and the bonded line must have the same length. Without the bond the line would have length $L_0(1-\alpha_lD)$. Elastic strain is the actual strain minus the free thermal strain:
\begin{equation}
(-\alpha_sD)-(-\alpha_lD)=(\alpha_l-\alpha_s)D=\Delta\alpha\,D=e.
\end{equation}
It is positive, so the line is in tension. The same argument holds for each of three perpendicular directions. To first order the elastic volume strain is their sum,
\begin{equation}
\theta=3e=3\times0.21\,\%=0.63\,\%.
\end{equation}

\subsection{Stress}

The bulk modulus is defined by the pressure needed for a given relative volume change. For tension, which is negative pressure, the definition reads $\sigma=B\theta$. Therefore
\begin{equation}
\sigma=3B\,\Delta\alpha\,D
=3(76\ \mathrm{GPa})(2.1\times10^{-3})
=478.8\ \mathrm{MPa}\approx480\ \mathrm{MPa}.
\label{eq:main}
\end{equation}
This tension is hydrostatic: it acts equally in all directions. It does not depend on the length, width or shape of the line, because a uniform strain $e$ fits a cavity of any shape.

\subsection{Does the grain structure matter?}

A metal line consists of crystal grains, and the stiffness of an aluminium crystal depends on direction. This does not alter Eq.~\eqref{eq:main}. A strain that is equal in all directions has the same components in every set of axes, including the cubic axes of each grain. In those axes the shear strains vanish, and each normal stress is
\begin{equation}
C_{11}e+C_{12}e+C_{12}e=(C_{11}+2C_{12})e .
\end{equation}
The three normal stresses are equal, so the stress is hydrostatic, and comparison with $\sigma=3Be$ gives $C_{11}+2C_{12}=3B$. With the rough values $C_{11}=107$ GPa and $C_{12}=60.5$ GPa the sum is 228 GPa, which is $3\times76$ GPa. Every grain carries the same stress whatever its orientation, so the forces balance across the grain boundaries.

\subsection{Why the metal does not yield}

A tension of 480 MPa might seem more than soft aluminium can bear. But slip is driven by shear stress, and under hydrostatic stress the force on any plane is perpendicular to that plane. The shear stress is zero on every plane, and so is the von Mises stress.

Nor could plastic strain relieve the mean stress if some other cause produced it. Plastic slip conserves volume: the sum of its three normal strains is zero. The rigid walls fix the total volume of the line, so the average elastic volume strain remains $3e$. In a cubic metal the mean of the three normal stresses is $B$ times the elastic volume strain, so its average over the line remains $3Be$.

\section{One, two and three clamped directions}

The tempting solution is the first member of a family. Treat the metal as isotropic and hold $e$ fixed while more directions are clamped. Hooke's law for direction $x$ is
\begin{equation}
\varepsilon_x=\frac{1}{E}\left[\sigma_x-\nu(\sigma_y+\sigma_z)\right],
\end{equation}
where $\varepsilon_x$ is the elastic strain, equal to $e$ in a clamped direction.

With one clamped direction, $\sigma_y=\sigma_z=0$ and $\sigma_x=Ee$. With two, $\sigma_x=\sigma_y=\sigma$ and $\sigma_z=0$, so that $e=\sigma(1-\nu)/E$. With three, all stresses equal $\sigma$, and $e=\sigma(1-2\nu)/E$. Solving each for the stress gives
\begin{align}
\sigma_{1}&=Ee=147\ \mathrm{MPa},\\
\sigma_{2}&=\frac{Ee}{1-\nu}=225\ \mathrm{MPa},\\
\sigma_{3}&=\frac{Ee}{1-2\nu}=479\ \mathrm{MPa}.
\end{align}
The last value uses the unrounded Poisson ratio. The second case is a wide film on a thick substrate, with its top surface free.

The third case must agree with $\sigma=3Be$, which requires $E=3B(1-2\nu)$, the usual relation between the moduli. The step from one to three clamped directions multiplies the stress by $1/(1-2\nu)$, here about 3.3. Two effects make up this factor. Merely forbidding sideways contraction, so that the sideways strain is zero, would raise the stress from 147 to 232 MPa. The walls also stretch the metal sideways by $e$, and this raises it to 479 MPa. For a nearly incompressible solid, with $\nu$ close to $1/2$, the factor would be larger still.

\section{How good is the small-strain formula?}

The bulk modulus of aluminium falls when tension expands the metal. Let $J$ be the volume of the enclosed line divided by its free volume at the final temperature, and let $p=-\sigma$ be the pressure. Suppose that the bulk modulus varies linearly with pressure, as $B+B'p=B-B'\sigma$, with the rough value $B'=5$. By the definition of the bulk modulus,
\begin{equation}
\frac{d\sigma}{d\ln J}=B-B'\sigma .
\end{equation}
Separating the variables and integrating from $\sigma=0$ at $J=1$ gives
\begin{equation}
-\frac{1}{B'}\ln\frac{B-B'\sigma}{B}=\ln J
\quad\Longrightarrow\quad
\sigma=\frac{B}{B'}\left(1-J^{-B'}\right).
\end{equation}
For $J=1+\theta$ with small $\theta$, $J^{-B'}\approx1-B'\theta$, and $\sigma=B\theta$ returns.

The volume ratio needs the two expansion coefficients separately. With the rough values $\alpha_l=24$ ppm/K and $\alpha_s=3$ ppm/K,
\begin{equation}
J=\left(\frac{1-\alpha_sD}{1-\alpha_lD}\right)^3
=\left(\frac{0.9997}{0.9976}\right)^3=1.006328,
\end{equation}
and the stress is 472 MPa, which is 1.4\,\% below the small-strain result. An error of 1 ppm/K in the mismatch would matter more. The coefficients vary with temperature, so $\Delta\alpha$ stands for the mean over the cooling interval, and each 1 ppm/K in that mean changes the stress by $3B(10^{-6}\ \mathrm{K^{-1}})D=22.8$ MPa.

\section{What if the enclosure can yield elastically?}

The word ``rigid'' carries far more weight. To measure it, replace the rigid material by a wide elastic matrix with shear modulus $G_m$ around a long line of circular cross-section with radius $a$. A thick substrate still sets the axial length, and the matrix is assumed to contract thermally with that substrate. Displacements are measured from the state in which the surroundings have contracted thermally and nothing else has happened.

\subsection{The matrix}

Let $u(r)$ be the radial displacement. The radial and hoop strains are $u'$ and $u/r$, and the axial strain is zero. With $\lambda_m$ the first Lam\'e constant of the matrix,
\begin{equation}
\sigma_r=\lambda_m\left(u'+\frac{u}{r}\right)+2G_mu',\qquad
\sigma_\theta=\lambda_m\left(u'+\frac{u}{r}\right)+2G_m\frac{u}{r}.
\end{equation}
Radial equilibrium requires $\sigma_r'+(\sigma_r-\sigma_\theta)/r=0$. Since $(u'-u/r)/r=(u/r)'$, this becomes
\begin{equation}
(\lambda_m+2G_m)\left(u'+\frac{u}{r}\right)'=0 ,
\end{equation}
with solutions $u\propto r$ and $u\propto1/r$. In the matrix the displacement must vanish far away, which leaves $1/r$. If the wall moves inward by a fraction $c$ of the radius, then $u=-ca^2/r$. At the wall $u'=c$ and $u/r=-c$. Their sum is zero, so $\lambda_m$ drops out and the matrix pulls on the line with
\begin{equation}
\sigma_r(a)=2G_mc .
\label{eq:pull}
\end{equation}

\subsection{The line}

Inside the line the displacement must be finite at the centre, so $u=-cr$. The elastic strains are $e-c$ in both in-plane directions and $e$ along the axis, and their sum is $3e-2c$. Let $G$ be the shear modulus of the line, treated as isotropic; its first Lam\'e constant is $B-2G/3$. The in-plane stress is
\begin{align}
\sigma_\perp&=\left(B-\tfrac23G\right)(3e-2c)+2G(e-c)\nonumber\\
&=3Be-2Bc-2Ge+\tfrac43Gc+2Ge-2Gc\nonumber\\
&=3Be-2\left(B+\tfrac13G\right)c ,
\end{align}
and the axial stress is
\begin{align}
\sigma_\parallel&=\left(B-\tfrac23G\right)(3e-2c)+2Ge\nonumber\\
&=3Be-2\left(B-\tfrac23G\right)c .
\end{align}
Force balance at the wall sets $\sigma_\perp$ equal to Eq.~\eqref{eq:pull}:
\begin{equation}
c=\frac{3Be}{2\left(B+G/3+G_m\right)} .
\end{equation}
The mean stress is $B$ times the elastic volume strain,
\begin{equation}
\bar\sigma=B(3e-2c)=3Be\left[1-\frac{B}{B+G/3+G_m}\right].
\label{eq:mean}
\end{equation}
As $G_m\to\infty$ the wall stops moving and Eq.~\eqref{eq:main} returns.

\subsection{Numbers for a silica-like matrix}

Take the rough values $G=26$ GPa and $G_m=30$ GPa. Then $B+G/3+G_m=114.7$ GPa, and
\begin{align}
c&=\frac{0.4788\ \mathrm{GPa}}{2\times114.7\ \mathrm{GPa}}=0.209\,\%,\\
\sigma_\perp&=125\ \mathrm{MPa},\qquad \sigma_\parallel=234\ \mathrm{MPa},\\
\bar\sigma&=\tfrac13(2\sigma_\perp+\sigma_\parallel)=161\ \mathrm{MPa}.
\end{align}
The mean stress is about one third of the rigid result. The wall strain $c$ almost equals $e=0.21\,\%$, so in the plane the line contracts nearly as if it were free. The in-plane stress does not vanish with the in-plane elastic strain $e-c$, because the axial strain adds $(B-2G/3)e$ to it by Hooke's law. This does not make the axial mismatch its main cause. The in-plane mismatch acting alone would give an in-plane stress of 93 MPa and the axial mismatch alone 32 MPa; together they give the 125 MPa. The near equality of $c$ and $e$ is a coincidence of the moduli: $c=e$ would require $B=2G/3+2G_m=77$ GPa, and $B$ is 76 GPa.

For the mean stress to lie within 5\,\% of the rigid value, the fraction in Eq.~\eqref{eq:mean} must be at most $1/20$, so that
\begin{equation}
G_m\ge19B-\tfrac13G\approx1400\ \mathrm{GPa}.
\end{equation}
The shear modulus of diamond is roughly 500 GPa. In this geometry, then, even diamond would not count as rigid.

\subsection{Yielding becomes possible}

The stress is no longer hydrostatic. Its von Mises value is $q=\sigma_\parallel-\sigma_\perp=109$ MPa, and the line flows plastically if its yield stress is lower than this. Since $\bar\sigma=\sigma_\perp+q/3$, force balance with a given $q$ reads
\begin{equation}
2G_mc=B(3e-2c)-\frac q3
\quad\Longrightarrow\quad
c=\frac{3Be-q/3}{2(B+G_m)} .
\end{equation}
As flow reduces $q$, the wall moves further inward and $\bar\sigma=B(3e-2c)$ falls. When $q$ reaches zero,
\begin{equation}
\bar\sigma=3Be\,\frac{G_m}{B+G_m}
=478.8\ \mathrm{MPa}\times\frac{30}{106}\approx136\ \mathrm{MPa}.
\end{equation}
This is a lower bound, reached only if the shear stress relaxes completely, as by creep. Ordinary yielding stops when $q$ equals the yield stress; for $q=50$ MPa the formula for $c$ gives a mean stress of 147 MPa. Plastic flow can thus lower the mean stress from 161 MPa to no less than 136 MPa in this model; it cannot remove it.

\section{Voids}

What slip cannot do, a void can. The unstressed metal would fill a fraction $1/J$ of the cavity, so an empty fraction $1-1/J=0.63\,\%$ is enough to remove all the tension in the rigid case, provided that the remaining metal can redistribute along the line, for example by diffusion. In a line 100 $\mu$m long this volume equals a gap across the full width, 0.63 $\mu$m long. A gap alone is not enough: if the sides stay bonded and the metal deforms only elastically, the tension is relieved only within a few line widths of the gap.

A small void must first pay for its surface. Suppose that atoms leave a spherical void of radius $R$ and settle on grain boundaries in the line, where the tension does work $\sigma$ per unit volume added. With surface energy $\gamma$ and the stress held fixed, the energy change is
\begin{equation}
F(R)=4\pi R^2\gamma-\tfrac43\pi R^3\sigma,\qquad
\frac{dF}{dR}=8\pi R\gamma-4\pi R^2\sigma .
\end{equation}
The derivative vanishes at $R_c=2\gamma/\sigma$. It is positive below $R_c$ and negative above it, so smaller voids shrink and larger ones grow. For the rough value $\gamma=1$ J/m$^2$ and the rigid stress, $R_c=4.2$ nm. A lower stress raises this radius in inverse proportion. The estimate says which voids can grow by transport of atoms, not how fast; that rate depends on diffusion. It also does not explain how a void starts: the barrier $F(R_c)=16\pi\gamma^3/(3\sigma^2)$ is about 460 eV, far beyond thermal fluctuations, so a void must begin at an existing flaw or a weakly bonded interface. Finally, the stress near a void is not hydrostatic. Taking the surface stress equal to $\gamma$, the von Mises stress at the void surface is $\tfrac32(\sigma-2\gamma/R)$, which approaches 720 MPa for $R\gg R_c$, so a large void can also grow by slip in the metal around it.

\section{Comparison with a real line}

The closest real case is an aluminium interconnect on a silicon chip, embedded in a silica-like dielectric. The moduli and the mismatch used here are roughly typical of it. The temperature drop is small: cooling from processing can span several hundred kelvin, and in the linear model the stress grows in proportion. Rigidity is a poor assumption here: replacing the rigid surroundings by the silica-like matrix lowers the mean stress in the round line from 479 to 161 MPa at the same 100 K. A real line has a rectangular section, stiffer silicon below it and often only a thin dielectric above, and silica contracts less than silicon, so 161 MPa is itself an estimate for one geometry. The value of 480 MPa belongs to the rigid limit and should not be used as a prediction for such a line. The numerical output below lists the values used.

\section*{Computed results}
\begin{verbatim}
GIVEN VALUES
Bulk modulus: 76 GPa
Linear expansion mismatch: 21 ppm/K
Temperature drop: 100 K
ROUGH TYPICAL VALUES
Expansion of line: 24 ppm/K
Expansion of enclosure: 3 ppm/K
Cubic constants C11, C12, C44: 107.0, 60.5, 28.0 GPa
Shear modulus of line: 26 GPa
Pressure derivative of bulk modulus: 5 (no unit)
Shear modulus of matrix: 30 GPa
First Lame constant of matrix: 15 GPa
Surface energy: 1.0 J/m^2
RIGID ENCLOSURE
Elastic strain per axis: 0.21 %
Elastic volume strain: 0.63 %
Hydrostatic tension: 478.8 MPa
Same, converted: 0.479 GPa
Largest von Mises stress below 0.001 MPa: True
CLAMPING COMPARISON
Young's modulus of line: 70.0 GPa
Poisson ratio of line: 0.346 (no unit)
Stress, 1 clamped direction(s): 147.0 MPa
Stress, 2 clamped direction(s): 225.0 MPa
Stress, 3 clamped direction(s): 478.8 MPa
NEGLECTED EFFECTS
Volume ratio J: 1.006328 (no unit)
Finite-strain tension: 472.0 MPa
Finite-strain change: -1.4 %
Stress change per 1 ppm/K: 22.8 MPa
Compliant matrix, inward wall strain: 0.209 %
Compliant matrix, in-plane stress: 125.3 MPa
Compliant matrix, axial stress: 233.8 MPa
Compliant matrix, mean stress: 161.5 MPa
Mean stress / rigid result: 0.337 (no unit)
Compliant matrix, von Mises: 108.6 MPa
Compliant matrix, fully relaxed line: 135.5 MPa
Matrix shear modulus for 5% error: 1435 GPa
Void fraction removing all tension: 0.63 %
Line length considered: 100 micrometres
Equivalent full-width gap: 0.63 micrometres
Critical void radius at rigid stress: 4.2 nm
\end{verbatim}
